# Wolff's high-field impact-ionization law and the lucky-electron exponent

In the high-field region of a wide-gap power transistor a carrier gains energy from the field and loses it to optical phonons. If it reaches a threshold energy of several electronvolts, it can lift an electron across the gap, and repeated events of this kind can lead to avalanche breakdown. A phonon takes only about a tenth of an electronvolt, so there are two ways to the threshold. The carrier may escape all collisions and arrive in one long flight, or it may collide many times and diffuse upward in energy. The first way gives an ionization coefficient that varies as $\exp(-\text{const}/F)$, the second as $\exp(-\text{const}/F^2)$. The question is which law holds at which force $F$.

Atomic units are used in the algebra, and $F$ denotes the magnitude of charge times field. The band is parabolic, with mass $m$, energy $\varepsilon=p^2/2m$ and speed $v=p/m$. The lattice is cold, so phonons are emitted but not absorbed. A carrier above the phonon energy $\omega$ emits with a constant mean free path $\lambda$, and its new direction is random. On reaching the threshold $\varepsilon_i$ it ionizes at once and restarts at rest. The ionization coefficient $\alpha$ is defined as the inverse of the mean drift distance between ionizations of this one carrier; the secondary carriers are not followed. Two ratios govern the problem: $r=\omega/(F\lambda)$, which compares the phonon energy with the energy gained over one free path along the force, and $\varepsilon_i/(F\lambda)$.

When $r$ is small and $\varepsilon_i$ is far above $F\lambda$, many collisions occur on the way up. The momentum distribution is then nearly isotropic, except close to zero energy and close to the threshold. Let $\mu$ be the cosine of the angle between momentum and force, and write

$$f(\mathbf p)=f_0(\varepsilon)+\mu f_1(\varepsilon),\qquad |f_1|\ll f_0 .$$

In the steady state the Boltzmann equation sets $F\,\partial f/\partial p_z$ equal to the collision term. Since $\partial\varepsilon/\partial p_z=v\mu$, the force acting on $f_0$ gives $Fv\mu f_0'$, where the prime means $d/d\varepsilon$. Collisions remove carriers at the rate $v/\lambda$ and return them isotropically, so the returned carriers contribute nothing proportional to $\mu$. The force acting on $\mu f_1$ produces an isotropic part and a second Legendre harmonic; the latter is dropped. The terms proportional to $\mu$ then give

$$Fv f_0'=-\frac{v}{\lambda}f_1\quad\Longrightarrow\quad f_1=-F\lambda f_0' .$$

The isotropic part of the equation expresses conservation of carriers in energy, and it is easiest to obtain by counting those that cross a surface of constant energy. The force carries them outward through the sphere of radius $p$ at the rate, per unit volume,

$$2\pi p^2F\int_{-1}^{1}\mu(f_0+\mu f_1)\,d\mu=\frac{4\pi p^2F f_1}{3}
=-8\pi m\,\varepsilon\,\frac{F^2\lambda}{3}f_0' ,$$

where $p^2=2m\varepsilon$ was used. Phonon emission carries downward through $\varepsilon$ every carrier that emits while its energy lies between $\varepsilon$ and $\varepsilon+\omega$. The number in $dp$ is $4\pi p^2f_0\,dp$, the emission rate is $v/\lambda$, and $v\,dp=d\varepsilon$. The downward rate is therefore

$$\frac{8\pi m}{\lambda}\int_\varepsilon^{\varepsilon+\omega}\varepsilon' f_0(\varepsilon')\,d\varepsilon'\simeq 8\pi m\,\frac{\omega}{\lambda}\,\varepsilon f_0 .$$

The last form is the leading order when $\varepsilon f_0$ changes little over one phonon energy. It also ignores the special region below $\omega$, where no emission is possible. The net upward flux is $J=8\pi m\,j$ with

$$j=-\varepsilon\,(Df_0'+Wf_0),\qquad D=\frac{F^2\lambda}{3},\qquad W=\frac{\omega}{\lambda}.$$

This is the energy-diffusion description: $D$ measures the spreading by random gains and losses in the field, and $W$ the steady loss to phonons. If no carriers were removed, $j$ would vanish, and then

$$f_0\propto e^{-\varepsilon/T},\qquad T=\frac DW=\frac{(F\lambda)^2}{3\omega}.$$

The energy $T$ acts as a carrier temperature, although the lattice is cold. It grows as $F^2$ because a flight is as likely to go against the force as along it: the first-order energy changes cancel on average and the spreading comes from their square. For this distribution $f_1/f_0=F\lambda/T=3r$, so near isotropy requires $F\lambda\gg3\omega$. The same condition makes $\omega/T=3r^2$ small, as the treatment of the phonon loss requires.

With ionization present, every carrier removed at $\varepsilon_i$ reappears at zero energy, so $j$ is a positive constant between these energies. Multiplying the flux equation by $e^{\varepsilon/T}/(D\varepsilon)$ gives

$$\frac{d}{d\varepsilon}\left(f_0e^{\varepsilon/T}\right)=-\frac{j}{D}\,\frac{e^{\varepsilon/T}}{\varepsilon}.$$

Immediate ionization suggests $f_0(\varepsilon_i)=0$. Integrating from $\varepsilon$ to $\varepsilon_i$,

$$f_0(\varepsilon)=\frac jD\,e^{-\varepsilon/T}\int_\varepsilon^{\varepsilon_i}\frac{e^{u/T}}{u}\,du .$$

At small $\varepsilon$ this diverges only logarithmically, so $\varepsilon f_0\to0$ there.

To turn the ionization rate $J$ into a coefficient per unit length, it must be divided by the total drift distance covered per unit time and volume. With carrier density $n$ and drift velocity $v_d$,

$$n v_d=\int v\mu f\,d^3p=\int\frac{4\pi p^2}{3}f_1\,v\,dp
=8\pi m\,\frac{F\lambda}{3}\int_0^{\varepsilon_i}(-\varepsilon f_0')\,d\varepsilon .$$

Integration by parts turns the last integral into $\int_0^{\varepsilon_i} f_0\,d\varepsilon$, since $\varepsilon f_0$ vanishes at both ends. Inserting the solution and exchanging the order of integration, with $0<\varepsilon<u<\varepsilon_i$,

$$\int_0^{\varepsilon_i}f_0\,d\varepsilon=\frac jD\int_0^{\varepsilon_i}\frac{e^{u/T}}{u}\,T\left(1-e^{-u/T}\right)du=\frac{jT}{D}\,G(y),$$

$$G(y)=\int_0^y\frac{e^t-1}{t}\,dt=\mathrm{Ei}(y)-\ln y-\gamma,\qquad y=\frac{\varepsilon_i}{T}.$$

Here $\mathrm{Ei}$ is the exponential integral, whose derivative is $e^y/y$ and which behaves as $\gamma+\ln y$ for $y\to0$, with $\gamma$ Euler's constant. Both forms of $G$ thus have the same derivative and vanish at $y=0$. In $\alpha=J/(nv_d)$ the factors $8\pi m$ and $j$ cancel, and $3D=F^2\lambda$ gives

$$\boxed{\;\alpha=\frac{3D}{F\lambda\,T\,G(y)}=\frac{F}{T\left[\mathrm{Ei}(y)-\ln y-\gamma\right]}\;}$$

The mass has dropped out. For $y\gg1$ the integral is dominated by its upper end, $G\simeq e^y/y$, and

$$\alpha\simeq\frac{F\varepsilon_i}{T^2}\,e^{-\varepsilon_i/T}
=\frac{9\omega^2\varepsilon_i}{F^3\lambda^4}\exp\left[-\frac{3\omega\varepsilon_i}{(F\lambda)^2}\right].$$

This is Wolff's law, with its inverse-field-squared exponent. The prefactor belongs to the sharp threshold assumed here.

For $y\ll1$, $G\simeq y$ and $\alpha\to F/\varepsilon_i$. Energy conservation explains this limit. Between two ionizations the force supplies $F/\alpha$ on average, and this pays for the threshold and for $N$ phonons:

$$\frac F\alpha=\varepsilon_i+N\omega .$$

Hence $\alpha$ cannot exceed $F/\varepsilon_i$ in this model, and it approaches that value when phonon losses become negligible. Wolff's exponential is therefore not the final high-field behaviour. It belongs to the window

$$3\omega\ll F\lambda\ll\sqrt{3\omega\varepsilon_i},$$

whose lower edge comes from near isotropy and whose upper edge is $y=1$. The ratio of the edges is $\sqrt{\varepsilon_i/(3\omega)}$, so a wide window needs a threshold of very many phonon energies.

The condition $f_0(\varepsilon_i)=0$ is itself approximate, because carriers cross the threshold in flights of finite length. What is true is that none return from above. In the two-term distribution this can be imposed on the total downward flux, carried by directions with $\mu<0$:

$$\int_{-1}^{0}\mu(f_0+\mu f_1)\,d\mu=-\frac{f_0}{2}+\frac{f_1}{3}=0
\quad\Longrightarrow\quad f_0=-b f_0',\qquad b=\frac{2F\lambda}{3},$$

at $\varepsilon=\varepsilon_i$. Let $f_i=f_0(\varepsilon_i)$. Putting $f_0'=-f_i/b$ into the flux equation gives

$$j=\varepsilon_i f_i D\left(\frac1b-\frac1T\right),\qquad
f_i=\frac{j}{D\varepsilon_i}\,\frac{b}{1-b/T},$$

which requires $b/T=2r<1$. The solution acquires the extra term $f_ie^{(\varepsilon_i-\varepsilon)/T}$. Its contribution to $\int(-\varepsilon f_0')\,d\varepsilon$ is $f_i[T(e^y-1)-\varepsilon_i]$, where the last term comes from the upper boundary in the integration by parts. Therefore

$$\frac F\alpha=T\,G(y)+\frac{b}{1-b/T}\left[\frac{e^y-1}{y}-1\right].$$

The added term is positive and lowers $\alpha$. At fixed $y$ its size relative to the first is of order $r$. A simulation of the full three-dimensional motion, which uses neither the two-term form nor diffusion, supports this. At $y=3$ the boxed formula lies about 6% above the simulated $\alpha$ for $r=0.05$ and 2 to 3% above it for $r=0.025$, with a sampling error of one to two percent. The runs thus show that the difference shrinks with $r$, but they do not fix the exact size of the smaller one. With the layer term the formula lies within 2% of the simulation in both cases.

The lucky-electron argument replaces this slow climb by a single flight. Suppose that every collision returns the carrier to rest. This is a different collision law from emission of one phonon, and it is adopted here to isolate the ballistic route. Starting from rest the carrier moves straight along the force and needs the distance $d=\varepsilon_i/F$. Let $M$ be the mean distance to ionization. A collision at distance $s<d$ costs $s$ and starts the process afresh, so

$$M=\int_0^d(s+M)\,\frac{e^{-s/\lambda}}{\lambda}\,ds+d\,e^{-d/\lambda}.$$

With $q=e^{-d/\lambda}$, the part of the integral containing $s$ equals $\lambda(1-q)-dq$, and the part containing $M$ equals $M(1-q)$. The terms in $dq$ cancel, leaving $Mq=\lambda(1-q)$, or

$$\alpha_{\rm lucky}=\frac1M=\frac{1}{\lambda\left[e^{\varepsilon_i/(F\lambda)}-1\right]}.$$

For $\varepsilon_i\gg F\lambda$ the exponent is $\varepsilon_i/(F\lambda)$, inverse in the force. It does not contain $\omega$, because a carrier that never collides does not know what a collision costs. Wolff's exponent contains $\omega$ because the diffusing carrier pays that cost many times. The ratio of the Wolff exponent to the lucky exponent is $3\omega/(F\lambda)=3r$, so they are equal at $F\lambda=3\omega$.

That equality does not mean that either law is accurate there. Both exponents are limits of one equation, which follows from the phonon model at energies far above both $F\lambda$ and $\omega$. There a single flight hardly bends the path. A flight of length $\lambda s$, with $s$ distributed as $e^{-s}$, changes the energy by $F\lambda s\mu$, and the collision at its end removes $\omega$. The total step is

$$\Delta=F\lambda s\mu-\omega,$$

with $\mu$ uniform between $-1$ and $1$ and independent from step to step. Suppose that the density of collision points falls as $g(\varepsilon)\propto e^{-x\varepsilon/(F\lambda)}$. Stationarity requires $g(\varepsilon)=\langle g(\varepsilon-\Delta)\rangle$, that is, $\langle e^{x\Delta/(F\lambda)}\rangle=1$. For $0<x<1$ the average over $s$ is

$$\int_0^\infty e^{-s(1-x\mu)}\,ds=\frac1{1-x\mu},$$

and the average over direction is

$$\frac12\int_{-1}^{1}\frac{d\mu}{1-x\mu}=\frac1{2x}\ln\frac{1+x}{1-x}=\frac{\operatorname{artanh}x}{x}.$$

The phonon loss contributes the factor $e^{-rx}$. Hence

$$\frac{\operatorname{artanh}x}{x}=e^{rx},\qquad 0<x<1,$$

and the combined exponent is $x\varepsilon_i/(F\lambda)$. The root is unique. The function $K(x)=\ln(\operatorname{artanh}x/x)-rx$ is the logarithm of an average of exponentials and is therefore convex; it starts from zero with slope $-r$ and diverges upward at $x=1$, so it crosses zero once.

For small $r$, expand both sides, subtract 1 and divide by $x$:

$$\frac x3+\frac{x^3}{5}+\dots=r+\frac{r^2x}{2}+\dots$$

The leading order is $x=3r$. Setting $x=3r+cr^3$ gives $c/3+27/5=3/2$, so

$$x=3r-11.7\,r^3+\dots,$$

and the first term reproduces Wolff's exponent. For large $r$ the right-hand side is large, which forces $x$ toward 1. There $\operatorname{artanh}x\simeq\frac12\ln[2/(1-x)]$, so $1-x\simeq2\exp(-2e^{r})$, and the lucky exponent is approached very quickly. The flights that carry the average then extend to about $1/(1-x)$ free paths, some 100 at $r=1$. The pure exponential therefore sets in only for $\varepsilon_i\gg F\lambda/(1-x)$, and below that the decay rate still changes slowly with the threshold.

The combined exponent is smaller than either limiting one. It is below the lucky exponent because $x<1$. To compare it with Wolff's when $3r<1$, evaluate $K$ at $x=3r$, where $rx=x^2/3$. The series $\operatorname{artanh}x/x=\sum_k x^{2k}/(2k+1)$ exceeds $e^{x^2/3}=\sum_k x^{2k}/(3^kk!)$, since the terms agree for $k=0,1$ and are larger from $k=2$ on. Thus $K(3r)>0$ and the root lies below $3r$. When $3r\ge1$ this is obvious from $x<1$. Physically, a carrier can combine diffusion with a few favourable long flights, and this mixed route is less improbable than either pure one.

The cubic term also sharpens the condition on Wolff's law. It reduces the exponent by about $3.9\,r^2y$. A small $r$ makes this small relative to $y$, but $\alpha$ itself is accurate only if $3.9\,r^2y\ll1$. The boxed result is therefore to be read as the limit of small $r$ at fixed $y$.

The tail equation was tested against the stationary distribution of the energy walk. For $r=0.30$ the walk gives $x=0.692$, as does the root, while Wolff's limit would be $0.90$. On the low-field side, at $r=1$, the full simulation with thresholds of 5 and 8 in units of $F\lambda$ gives a decay rate of $0.93$. The root is $0.99$, the lucky value 1 and Wolff's value 3. The simulated rate is thus close to the lucky value and far from Wolff's. It is taken between two finite thresholds, so it also contains any change of the prefactor between them, which the tail equation does not determine.

For a worked example take round model parameters of wide-gap size: $\omega=0.1$ eV, $\lambda=30$ Å and $\varepsilon_i=5$ eV. The exponents are equal at $F=3\omega/\lambda=0.01$ eV/Å, which for a singly charged carrier is a field of 1 MV/cm. Wolff's exponent has fallen to 1 at $F=0.041$ eV/Å. The window between these forces spans only a factor of four, so the strong inequalities that define Wolff's regime cannot both be well satisfied.

At $F=0.02$ eV/Å the energy gained per free path is $F\lambda=0.6$ eV, so $r=0.1/0.6=0.167$ and

$$T=\frac{0.6^2}{3\times0.1}=1.2\ \text{eV},\qquad y=\frac{5}{1.2}=4.17 .$$

The lucky exponent is $5/0.6=8.33$, and the combined one is 3.78. The boxed formula gives $\alpha=8.3\times10^{-4}$ Å$^{-1}$, and its large-$y$ form $1.08\times10^{-3}$ Å$^{-1}$, which is 30% higher because $y$ is not very large. The simulation gives $7.9\times10^{-4}$ Å$^{-1}$, or $7.9\times10^4$ cm$^{-1}$. The lucky formula gives $8.0\times10^{-6}$ Å$^{-1}$, about a hundred times too small for this model.

The simulated value corresponds to a mean distance of about 1260 Å between ionizations. Over it the force supplies $0.02\times1260\simeq25$ eV. Five of these go into the ionization and the other 20 eV into about 200 phonons. The phonon count alone does not identify the route, because a carrier waiting for a lucky flight also emits many phonons. But even if each of these 200 or so flights had started from rest along the force, the chance that one of them reached the threshold without a collision would be only about $200\,e^{-8.33}\simeq0.05$. Most ionizations therefore come from carriers that have already climbed in energy through collisions.

The boxed formula is within 5% of the simulation here, but that closeness overstates its accuracy. The layer term lowers the prediction to $6.1\times10^{-4}$ Å$^{-1}$, 23% below the simulation. The correction to the tail works the other way: the exponent falls from 4.17 to 3.78, which by itself would raise $\alpha$ by a factor of about 1.5. The two neglected effects have opposite signs, and their partial cancellation is the likely reason for the agreement. They do not simply multiply: the layer value raised by this factor is $9.0\times10^{-4}$ Å$^{-1}$, 14% above the simulation, so the argument gives the direction and rough size of the corrections only. At $F=0.03$ eV/Å, where $r=0.11$, the boxed formula is 9% above the simulation and the layer formula 7% below it.

At lower force the picture changes. At $F=0.01$ eV/Å both limiting exponents are 16.7, but the combined exponent is 12.2, so neither limit can be trusted for the magnitude of $\alpha$. At $0.005$ eV/Å Wolff's exponent is 66.7, the lucky one 33.3 and the combined one 31.5; the diffusion formula then underestimates ionization by many orders of magnitude.

The change of law can be followed through the local power $\nu=-d\ln[x\varepsilon_i/(F\lambda)]/d\ln F$ of the combined exponent. It rises from 1.19 at $0.005$ eV/Å through 1.54 at $0.01$ to 1.91 at $0.03$ eV/Å. Over the forces of this example the exponent is thus neither purely inverse nor purely inverse-square. At the upper end, where the power is nearly 2, the exponent is already below 2, and the variation of the prefactor with force cannot be ignored.

These conclusions belong to the stated model. A real wide-gap crystal has several non-parabolic bands at these energies, a mean free path that depends on energy, and an ionization rate that rises gradually above threshold. In a working device the lattice is also warm, so phonons are absorbed as well as emitted and the free path is shorter. Each of these can change $\alpha$. The parameters of the example were not fitted to any crystal, and its fields and coefficients are not predictions for a device. At $0.03$ eV/Å the model carrier ionizes about once in 320 Å, far too often for a device that must hold such a field over micrometres. The contrast in the exponents has a simpler origin: a ballistic carrier needs a free path of length $\varepsilon_i/F$, whereas a diffusing carrier draws on an energy spread that grows as the square of $F\lambda$. The numerical output below gives the values at all five forces.

## Computed values

```
Simulation at y = 3 (alpha*L; bare and layer are formulas)
 r=0.050: sim 0.01720, bare 0.01816, layer 0.01694, events 10875
 r=0.025: sim 0.00886, bare 0.00908, layer 0.00878, events 5690
Low-field side, r = 1, thresholds 5 and 8 in units F*L
 simulated slope 0.929, tail root 0.9904, Wolff 3r = 3.0, lucky 1
Tail decay x of the energy walk (dimensionless)
 r=0.15: walk 0.4151, root 0.4152, Wolff 0.4500
 r=0.30: walk 0.6916, root 0.6917, Wolff 0.9000
Cubic coefficient in x = 3r - c r^3: c = 11.69
Lucky alpha*L at Ei/(F L)=4: sampled 0.01864, formula 0.01866
Worked example
 phonon energy 0.1 eV, mean free path 30.0 angstrom, threshold 5.0 eV
 equal exponents at F = 0.0100 eV/angstrom = 1.00 MV/cm
 Wolff exponent is 1 at F = 0.0408 eV/angstrom
Exponents: F (eV/angstrom), F*L (eV), r, T (eV), Wolff, lucky, combined, power
 0.005 0.15 0.6667 0.0750 66.667 33.333 31.454 1.194
 0.010 0.30 0.3333 0.3000 16.667 16.667 12.237 1.539
 0.015 0.45 0.2222 0.6750 7.407 11.111 6.303 1.726
 0.020 0.60 0.1667 1.2000 4.167 8.333 3.780 1.824
 0.030 0.90 0.1111 2.7000 1.852 5.556 1.769 1.913
Alpha (1/angstrom): F (eV/angstrom), diffusion, Wolff asymptote, lucky
 0.005 4.877e-29 4.953e-29 1.113e-16
 0.010 3.003e-08 3.210e-08 1.926e-09
 0.015 8.374e-05 9.988e-05 4.982e-07
 0.020 8.312e-04 1.077e-03 8.014e-06
 0.030 3.437e-03 3.229e-03 1.294e-04
Simulated example: alpha in 1/angstrom
 F=0.020 eV/angstrom: sim 7.930e-04, diffusion 8.312e-04, layer 6.134e-04
  in 1/cm: sim 7.930e+04, diffusion 8.312e+04, lucky 8.014e+02; events 22756
 F=0.030 eV/angstrom: sim 3.150e-03, diffusion 3.437e-03, layer 2.943e-03
  in 1/cm: sim 3.150e+05, diffusion 3.437e+05, lucky 1.294e+04; events 112533
```
